\section*{Null-Collision Monte Carlo Flights for Electrons in a Strong Field}

\section{Sixteen events, one collision}

An electron in a model semiconductor starts a free flight at 0.10 eV in a field of 0.1 MV/cm. One way of drawing the flight time generates on average 16.2 events per flight, of which one is a collision and the others do nothing. A second way generates 1.27 such events per flight, together with about 3.5 stops at which it only renews a rate bound. Over 200\,000 flights the mean flight times are 80.93 fs and 80.70 fs, and direct integration of the collision rate gives 80.70 fs. The number of stops that do nothing changes about fourfold, while both mean flight times agree with the integral to within two standard errors, each of 0.12 fs. One flight worked by hand shows how the events are used, and the general argument then shows why they leave no trace.

\section{The flight and its collision rate}

Let $z$ point along the force on the electron, which is opposite to the electric field. The force is $F=0.010$ eV/nm and the mass is $m=0.3\,m_0=1.7057$ eV\,fs$^2$/nm$^2$. Between collisions the motion is classical, with acceleration $a=F/m=0.005863$ nm/fs$^2$:
\begin{equation}
u_z(t)=u_{z0}+at,\qquad E(t)=\tfrac12 m\left[u_\perp^2+(u_{z0}+at)^2\right].
\label{flight}
\end{equation}
The transverse speed $u_\perp$ is constant. The flight starts with direction cosine $-0.8$, so $u_{z0}=-0.2739$ nm/fs and $u_\perp=0.2055$ nm/fs. The electron first runs against the force and slows down. It turns at $0.2739/0.005863\approx46.7$ fs, when the transverse energy, 0.036 eV, is all that is left. After that it accelerates.

Collisions are taken as instantaneous and isotropic, with rates proportional to the density of final states, which in a parabolic band varies as the square root of the final energy. With phonon energy $w=0.06$ eV,
\begin{equation}
\Gamma(E)=A\sqrt E+B\left[N\sqrt{E+w}+(N+1)\sqrt{E-w}\;\theta(E-w)\right].
\label{rate}
\end{equation}
The terms are elastic acoustic scattering, phonon absorption and phonon emission. The round parameters are $A=0.015$ and $B=0.05$, both in fs$^{-1}$eV$^{-1/2}$. At 300 K the phonon occupation is $N=1/(e^{w/kT}-1)=0.1089$. At the start,
\[
\Gamma(0.10)=0.015(0.3162)+0.05\left[0.1089(0.4)+1.1089(0.2)\right]=0.0180\ \text{fs}^{-1}.
\]
At the turning point emission is forbidden and the rate is only 0.0045 fs$^{-1}$. The rate along the flight, $\lambda(t)=\Gamma(E(t))$, therefore falls and then rises. An exponential law with the starting rate would give a mean flight of $1/0.0180\approx56$ fs, far from 80.7 fs.

\section{Three candidates by hand}

Choose a constant rate $G=0.2$ fs$^{-1}$, larger than $\lambda$ throughout this calculation. Events at constant rate $G$ have exponential waiting times: the probability of waiting longer than $s$ is $e^{-Gs}$. Setting this equal to a uniform random number $r_1$ gives $s=-\ln r_1/G$. Call each such event a candidate. At the candidate, compute the energy reached, draw a second uniform number $r_2$, and accept a physical collision if $r_2<\lambda/G$.

\emph{First candidate.} With $r_1=0.30$, $s=1.204/0.2=6.02$ fs. Then $u_z=-0.2739+0.005863(6.02)=-0.2386$ nm/fs and $E=0.0846$ eV. The acceptance probability is $\lambda/G=0.0756$. The second number is $r_2=0.50$, so the event is null. The velocity is left as it is, and the flight continues.

\emph{Second candidate.} With $r_1=0.10$, the further wait is $2.303/0.2=11.51$ fs and the clock reads 17.53 fs. The energy is 0.0610 eV and $\lambda/G=0.0367$. Since $r_2=0.70$, this event is null as well.

\emph{Third candidate.} With $r_1=0.45$, the further wait is 3.99 fs and the clock reads 21.53 fs. The energy is 0.0546 eV and $\lambda/G=0.0267$. Now $r_2=0.02$, which is smaller, so a physical collision ends the flight at 21.53 fs.

The clock is not reset at a null event, and $\lambda$ is evaluated at the energy reached, not at the starting energy. No integral of $\lambda$ was needed.

\section{Why the null events drop out}

Let $S(t)$ be the probability that no physical collision has occurred by time $t$. Suppose the flight has survived to $t$ with some particular history of null events. None of them changed the velocity, so the electron is still on the path (\ref{flight}) and its physical rate is still $\lambda(t)$. In the next interval $dt$ a candidate occurs with probability $G\,dt$ and is accepted with probability $\lambda/G$:
\begin{equation}
G\,dt\;\frac{\lambda(t)}{G}=\lambda(t)\,dt .
\label{cancel}
\end{equation}
This is the same for every history, even if $G$ was chosen by looking at that history, provided $G\ge\lambda$ so that $\lambda/G$ is a probability. Averaging over histories gives $dS=-\lambda S\,dt$ with $S(0)=1$, hence
\begin{equation}
S(t)=e^{-\Lambda(t)},\qquad \Lambda(t)=\int_0^t\lambda(t')\,dt',\qquad f(t)=-S'(t)=\lambda(t)e^{-\Lambda(t)} .
\label{law}
\end{equation}
The density $f$ of physical collision times does not contain $G$.

For a bound $G(t)$ fixed in advance, the null events can also be counted. Let $P_n(t)$ be the probability of $n$ null events and no physical collision. In $dt$, this state is left at any candidate and entered from $n-1$ by a null event, whose rate is $G(1-\lambda/G)=G-\lambda$:
\begin{equation}
P_n'=-G\,P_n+(G-\lambda)P_{n-1},\qquad P_n(0)=\delta_{n0},\quad P_{-1}=0 .
\end{equation}
Write $P_n=e^{-\int_0^tG\,dt'}q_n$. Differentiating the exponential produces $-GP_n$, which cancels the first term and leaves $q_n'=(G-\lambda)q_{n-1}$. Define $\mu(t)=\int_0^t(G-\lambda)\,dt'$, so that $\mu'=G-\lambda$. Then $q_0=1$, and if $q_{n-1}=\mu^{n-1}/(n-1)!$, integration gives $q_n=\mu^n/n!$. Since $\int_0^t G\,dt'=\mu+\Lambda$,
\begin{equation}
P_n=e^{-\Lambda}\,e^{-\mu}\frac{\mu^n}{n!},\qquad \sum_{n=0}^\infty P_n=e^{-\Lambda}.
\label{poisson}
\end{equation}
The first factor is physical survival. The rest is a normalized Poisson distribution of null events, which sums to one. At 150 fs the example has $\Lambda=2.4695$ and $\mu=0.2(150)-2.4695=27.53$: a surviving flight has passed through 27.5 null events on average. Numerical integration of the equations for $P_n$ agrees with (\ref{poisson}) at that time to $2\times10^{-9}$ in every $P_n$ up to $n=100$.

The sampled survival probabilities follow (\ref{law}):
\begin{center}
\begin{tabular}{rcccc}
$t$ (fs) & $\Lambda$ & $e^{-\Lambda}$ & constant $G$ & windows\\
20 & 0.250 & 0.7787 & 0.7795 & 0.7787\\
50 & 0.395 & 0.6740 & 0.6756 & 0.6733\\
100 & 0.887 & 0.4119 & 0.4139 & 0.4117\\
150 & 2.470 & 0.0846 & 0.0851 & 0.0857
\end{tabular}
\end{center}
The last column uses the bound of the next section. Between 20 and 50 fs, $\Lambda$ grows by 0.14; between 100 and 150 fs it grows by 1.58. The slow stretch is the passage below the emission threshold. The constant-$G$ entries all lie slightly high. They come from one sample and are correlated; at 100 fs the binomial standard error is $\sqrt{0.41(0.59)/200\,000}=0.0011$, so the excess there is 1.8 standard errors. The largest distance between the sampled and predicted cumulative distributions (the Kolmogorov--Smirnov distance) is 0.0025 for constant $G$ and 0.0016 for windows. Distances at least this large have probabilities 0.17 and 0.66 if (\ref{law}) holds.

Two limits help in reading (\ref{law}). If the energy hardly changes during a flight and is close neither to zero nor to the emission threshold $w$, where the rate rises steeply, $\lambda$ is nearly constant and $S\approx e^{-\lambda t}$. In the opposite limit the electron starts near rest and soon has $E\gg w$. Then (\ref{rate}) becomes $\Gamma\approx C\sqrt E$ with $C=A+B(2N+1)$, while $\sqrt E\approx\sqrt{m/2}\,at$. Thus $\lambda\approx ct$ with $c=C\sqrt{m/2}\,a$, and
\begin{equation}
S\approx e^{-ct^2/2},\qquad \langle t\rangle=\int_0^\infty S\,dt\approx\sqrt{\frac{\pi}{2c}}\propto F^{-1/2}.
\end{equation}
The mean follows from $\langle t\rangle=\int_0^\infty t(-S')\,dt$ by parts, the boundary term $tS$ vanishing at both ends. This is a strong-field limit: for a start from rest in the present field it gives 61.8 fs, while integration with the full rate (\ref{rate}) gives 76.7 fs.

\section{Choosing the bound}

The rate (\ref{rate}) grows without limit, so no constant bounds it at all energies. With $C=0.015+0.05(1.2178)=0.0759$, the value $G=0.2$ fs$^{-1}$ is reached near $(0.2/0.0759)^2\approx7$ eV. That energy is far outside the validity of a parabolic band; here it only marks where the bound fails. No candidate in the sampled flights exceeded it.

When $\lambda>G$, a comparison $r_2<\lambda/G$ always accepts. The physical rate actually simulated is then
\begin{equation}
G\min(1,\lambda/G)=\min(\lambda,G).
\end{equation}
The flight law is right up to the first time $t_c$ at which the bound is exceeded, so the error in the cumulative distribution is at most $S(t_c)$. To see the effect, take $G=0.02$ fs$^{-1}$, barely above the starting rate. The mean flight becomes 88.4 fs, 10\% longer than the true 80.7 fs. The distance from the true law is 0.070, but from the law with rate $\min(\lambda,G)$ it is 0.0016.

A bound renewed in windows of length $\tau$ removes the energy limit. From (\ref{flight}), $E''=ma^2>0$, so $E(t)$ is convex and its maximum over a window lies at an end. Because $\Gamma$ never decreases with energy,
\begin{equation}
G=\max\{\Gamma(E(t_0)),\,\Gamma(E(t_0+\tau))\}\ \ge\ \lambda(t),\qquad t_0\le t\le t_0+\tau .
\label{window}
\end{equation}
If no candidate falls inside the window, move to its end, compute a new bound and draw a new wait. This is allowed because the exponential law has no memory: given no event so far, the chance of one in the next $dt$ is still the current $G\,dt$. Windows are also restarted after null events, so $G$ depends on the history; the argument around (\ref{cancel}) covers that case.

The general procedure for one flight is:
\begin{enumerate}
\item From the current velocity, find $G$ by (\ref{window}) and draw $s=-\ln r_1/G$.
\item If $s\ge\tau$, advance the motion by $\tau$ and return to 1.
\item Otherwise advance by $s$ and evaluate $\Gamma$ at the energy reached.
\item If $r_2\ge\Gamma/G$, keep the velocity and return to 1.
\item If $r_2<\Gamma/G$, end the flight. Select a process in proportion to its term in (\ref{rate}), change the energy by $0$, $+w$ or $-w$, and draw an isotropic direction.
\end{enumerate}

For constant $G$, candidates arrive at rate $G$ while the flight lasts, so their mean number is $\int_0^\infty GS\,dt=G\langle t\rangle=0.2(80.70)=16.14$. The sample gives 16.18. With windows of 20 fs it gives 1.27, because the bound stays close to the rate; the price is about 3.5 empty window ends per flight, each needing a new bound.

\section{Whole trajectories}

Since each flight has the right law from any starting velocity, and step 5 does not involve $G$, a chain of flights has the same statistics for every valid bound. Ensembles of 4000 electrons give, in the steady state:
\begin{center}
\begin{tabular}{lccc}
method & drift ($10^7$ cm/s) & energy (eV) & flight (fs)\\
constant $G$ & $1.298\pm0.001$ & $0.3303\pm0.0006$ & $27.79\pm0.03$\\
windows & $1.298\pm0.002$ & $0.3307\pm0.0006$ & $27.80\pm0.03$\\
direct & $1.294\pm0.002$ & $0.3287\pm0.0009$ & $27.85\pm0.04$
\end{tabular}
\end{center}
The uncertainties are one standard error. The direct method has no null events: it integrates $\lambda$ in 3 fs steps until $\Lambda=-\ln r$. Its energy is 0.5 to 0.6\% lower than the others, less than two combined standard errors; these data do not separate noise from step error.

Constant $G$ needs 5.56 candidates, and so 5.56 rate evaluations, per collision. The window method takes 2.01 steps and 1.08 candidates. With two end-point rates per step and one rate per candidate, that is $2(2.01)+1.08\approx5.1$ evaluations. At these settings the windows remove the energy cap at nearly equal cost.

Candidates at constant $G$ have a further use. They arrive at a rate independent of the electron's state, so over a time $T$ the expected sum of a quantity $X$ just before the candidates is $G\int_0^T X\,dt$, and their expected number is $GT$. The ratio is the time average. Physical collisions arrive at rate $\lambda$ and give $\langle\lambda X\rangle/\langle\lambda\rangle$ instead. For the energy, all candidates give 0.330 eV, the time average, while physical collisions give 0.472 eV because fast electrons collide more often. The direct method gives 0.470 eV before its collisions.

The scattering rules can be checked at zero field, with one precaution. Collisions then change the energy only by multiples of $w$, so an electron stays on a ladder $E_j=e_0+jw$. Equal flow up and down between neighbouring levels requires
\begin{equation}
\pi_j\,BN\sqrt{E_{j+1}}=\pi_{j+1}\,B(N+1)\sqrt{E_j}.
\end{equation}
With $N/(N+1)=e^{-w/kT}$ this gives $\pi_j\propto\sqrt{E_j}\,e^{-E_j/kT}$. Each ladder has its own mean energy: for $e_0=0.0545$ eV the prediction is 0.0640 eV, and the simulation gives 0.0640 eV. Adding all ladders with their thermal weights restores the integral over all energies, whose mean is $3kT/2=0.0388$ eV; five simulated ladders combine to 0.0388 eV. A field changes the energy continuously and mixes the ladders.

\section{Reading the drift velocity}

A rough balance explains the size of the drift velocity $v$. For $E\gg w$, isotropic collisions destroy momentum at the rate $C\sqrt E$, so $v\approx F/(mC\sqrt E)$. Emission exceeds absorption by $B\sqrt E\,[(N+1)-N]=B\sqrt E$, so the power balance is $Fv\approx Bw\sqrt E$. Multiplying the two relations removes both $E$ and $F$:
\begin{equation}
v^2\approx\frac{Bw}{mC}=\frac{0.05(0.06)}{1.7057(0.0759)}=0.0232\ \text{nm}^2/\text{fs}^2 .
\label{vsat}
\end{equation}
Hence $v\approx0.152$ nm/fs $=1.5\times10^7$ cm/s, 17\% above the simulated value. The estimate replaces the energy distribution by one energy. Within it, the velocity saturates with field. The condition $E\gg w$ is only roughly met at 0.1 MV/cm, and the model's velocity there is still somewhat below its high-field value of about $1.4\times10^7$ cm/s, which itself lies below the one-energy estimate.

The parameters are in the regime of electrons near the drain of a silicon n-channel transistor, where fields of order 0.1 MV/cm occur. The saturated drift velocity of silicon at room temperature is roughly $10^7$ cm/s, so the model's $1.3\times10^7$ cm/s is somewhat high; $A$ and $B$ are round values, not a fit: common silicon deformation potentials give, in a parabolic band, a collision rate at 0.33 eV roughly half the model's. A clear fault is the parabolic band. With a rough nonparabolicity of 0.5 eV$^{-1}$, the density of states at the mean energy is 1.44 times larger. A common factor in $B$ and $C$ cancels in (\ref{vsat}), but the mass also grows, by $1+2(0.5)(0.330)=1.33$. This would lower $v$ by $\sqrt{1.33}$, to about $1.1\times10^7$ cm/s: an estimate, not a simulation. It keeps the mean energy at 0.330 eV, although the larger density of states increases scattering and would lower that energy considerably. The bound (\ref{window}) remains valid in an isotropic nonparabolic band if the energy rises with the squared momentum, which is still convex in time, and the collision rate rises with the energy. Where the density of states falls with energy, the rate inside a window can exceed both end values, and a larger bound is needed.

Other omissions differ in weight. Silicon's valley masses, roughly $0.92\,m_0$ and $0.19\,m_0$, give accelerations 0.33 and 1.58 times the model's. In the parabolic model the electron spends 1.9\% of its time above 1.12 eV, roughly the band gap, where impact ionization becomes possible; the nonparabolicity above would make this fraction far smaller, so it is no estimate for silicon. Collision broadening, $\hbar/\langle t\rangle=0.024$ eV, is 7\% of the mean energy. Heating the lattice to 400 K raises the rate at the mean energy by 22\%, if $N$ follows its formula and $A$ grows in proportion to the temperature, as the number of low-energy acoustic phonons does. In a surface layer with a normal field of 0.5 MV/cm the next subbands lie about 0.08 eV above the lowest, so three-dimensional rates are doubtful for the cooler electrons. Degeneracy is small: a Maxwellian with the same mean energy, spread over six valleys, has peak occupancy 0.002 at $10^{18}$ cm$^{-3}$. A tunnelling exponent of a few hundred (about 360 for a triangular barrier and mass $0.2\,m_0$) makes interband tunnelling negligible in this uniform field. Surface roughness, impurities and electron--electron scattering are left out and not sized.

For a scaled transistor the uniform steady state is itself in question. The force must do work equal to the excess energy, which takes at least $(0.330-0.039)/0.010\approx29$ nm of travel along it, and more when phonons carry energy away. If the high-field region is not much longer than this, the steady-state values do not apply. The flight algorithm still does, with the local force in (\ref{flight}) and a bound valid along the actual path.

\section*{Values computed for the example and the checks}
\begin{verbatim}
field 0.1 MV/cm; force 0.010 eV/nm; T 300 K
mass 0.3 m0 = 1.7057 eV fs^2/nm^2
acceleration 0.005863 nm/fs^2
A 0.015, B 0.05 1/(fs sqrt(eV)); phonon 0.06 eV
phonon occupation 0.1089
start energy 0.10 eV, cosine to force -0.8
start uz -0.2739 nm/fs, transverse speed 0.2055 nm/fs
turning time 46.73 fs, least energy 0.0360 eV
rate at start 0.01801 1/fs, at least energy 0.00453 1/fs
constant bound 0.2 1/fs, low bound 0.02 1/fs, window 20 fs
trace: r1, r2, time fs, energy eV, rate/bound, decision
  0.30 0.50 6.020 0.08457 0.07561 null
  0.10 0.70 17.533 0.06098 0.03667 null
  0.45 0.02 21.525 0.05462 0.02674 physical
survival: t fs, Lambda, exact, constant bound, window bound
  20 0.2501 0.7787 0.7795 0.7787
  50 0.3945 0.6740 0.6756 0.6733
  100 0.8871 0.4119 0.4139 0.4117
  150 2.4695 0.0846 0.0851 0.0857
null-count formula at 150 fs: mean 27.530, largest error 1.7e-09
flights sampled per bound 200000
mean flight fs: exact 80.703, constant 80.933, window 80.696
candidates per flight: constant 16.177 (G<t> 16.141), window 1.272
KS distance: constant 0.00247, window 0.00164
KS p-value: constant 0.174, window 0.657
low bound KS distance: true law 0.07047, capped law 0.00161
low bound mean flight 88.386 fs
zero field: ladder origin, mean energy +- 1 s.e., Boltzmann mean (eV)
  0.00013 0.04921+-0.00009 0.04918
  0.00320 0.02640+-0.00006 0.02639
  0.01500 0.02885+-0.00004 0.02887
  0.03550 0.04609+-0.00003 0.04613
  0.05450 0.06396+-0.00003 0.06399
all ladders 0.03876 +- 0.00002 eV; 3kT/2 0.03878 eV
steady state: drift 1e7 cm/s, energy eV, mean flight fs (+- 1 s.e.)
  constant: 1.2978+-0.0014, 0.3303+-0.0006, 27.791+-0.026
  window: 1.2977+-0.0015, 0.3307+-0.0006, 27.795+-0.028
  direct: 1.2943+-0.0021, 0.3287+-0.0009, 27.850+-0.039
candidates per collision: constant 5.560, window 1.077
steps per collision, window 2.013
energy before all candidates 0.3302 eV
energy before physical collisions 0.4723 eV; rate-weighted 0.4725 eV
same from direct integration 0.4700 eV
nonparabolicity 0.5 1/eV: density-of-states factor 1.436
time fraction above 1.12 eV gap 1.90e-02
acceleration / model: mass 0.92 m0 0.326, mass 0.19 m0 1.579
collision broadening 0.0237 eV
peak occupancy at 1e+18 cm^-3, 6 valleys 1.63e-03
interband tunnelling exponent, mass 0.2 m0 362
rate at mean energy, 400 K / 300 K 1.216
lowest subband spacing at normal field 0.5 MV/cm 0.0822 eV
energy relaxation length 29.2 nm
\end{verbatim}
